\section*{Penn's Extended Loss Function and Electron Mean Free Paths below 200 eV}

\section{Definitions and conventions}

An electron crossing a solid loses energy $\omega$ and momentum $\mathbf q$ to the electrons of the solid. The isotropic, retarded dielectric function $\varepsilon(q,\omega)$ describes the response, and
\begin{equation}
L(q,\omega)=\operatorname{Im}\left[-\frac{1}{\varepsilon(q,\omega)}\right]
\end{equation}
is the loss function. Optics supplies $L(\omega)\equiv L(0,\omega)$. The mean free path also needs $q>0$, which Penn's construction models by electron gases.

Formulas use Hartree atomic units, so $\hbar=m=e=1$; results are in eV and \AA. The travelling electron is free, with $E=k^2/2$ measured from the band bottom. The solid has Fermi energy $E_F$ and temperature zero. A loss may not take the electron below $E_F$, hence $\omega\le W=E-E_F$. Exchange with the target electrons, surfaces and phonons are left out.

\section{From loss function to mean free path}

In first Born approximation the target, of volume $V$, goes from its ground state to a state $n$ with excitation energy $\omega_n$. Since the Fourier transform of $1/r$ is $4\pi/q^2$, the golden rule gives, for momentum transfer $\mathbf q$,
\begin{equation}
P_{\mathbf q}=2\pi\left(\frac{4\pi}{q^2V}\right)^2\sum_n|\rho_{n0}|^2\delta(\omega-\omega_n),
\end{equation}
where $\rho_{n0}$ is the matrix element of $\sum_j e^{i\mathbf q\cdot\mathbf r_j}$. Linear response of the density to an external charge gives
\begin{equation}
\frac1\varepsilon=1+\frac{4\pi}{q^2V}\sum_n|\rho_{n0}|^2
\left[\frac1{\omega-\omega_n+i0}-\frac1{\omega+\omega_n+i0}\right].
\end{equation}
For $\omega>0$ the imaginary part comes from the first fraction, $-i\pi\delta(\omega-\omega_n)$. Hence $\sum_n|\rho_{n0}|^2\delta(\omega-\omega_n)=q^2VL/(4\pi^2)$ and $P_{\mathbf q}=8\pi L/(q^2V)$.

Sum over $\mathbf q$ with $V\,d^3q/(2\pi)^3$ and $d^3q=2\pi q^2\,dq\,d\mu$, where $\mu$ is the cosine between $\mathbf q$ and $\mathbf k$. Energy conservation, $\omega=kq\mu-q^2/2$, gives $d\mu=d\omega/(kq)$. The rate per unit time is therefore $(2/\pi k)\iint d\omega\,(dq/q)\,L$. Division by the speed $k$ and $k^2=2E$ give
\begin{equation}
\frac1\lambda=\frac1{\pi E}\int_0^W d\omega\int_{q_-}^{q_+}\frac{dq}{q}L(q,\omega),
\quad q_\pm=k\pm\sqrt{k^2-2\omega}.
\label{eq:imfp}
\end{equation}
The limits are the roots of $\omega=kq-q^2/2$, the condition $\mu=1$.

\section{A solid with one sharp line}

Take an electron gas of density $n$ and plasma frequency $\omega_p=\sqrt{4\pi n}$. At $q\to0$, $\varepsilon=1-\omega_p^2/\omega^2$, whose derivative at the zero $\omega=\omega_p$ is $2/\omega_p$. Near it, $-1/\varepsilon=-(\omega_p/2)/(\omega-\omega_p+i0)$, so
\begin{equation}
L(\omega)=\frac{\pi\omega_p}{2}\,\delta(\omega-\omega_p).
\label{eq:line}
\end{equation}
Suppose that the line keeps this energy and weight up to a wave number $q_c$, and drop all other losses. Equation \eqref{eq:imfp} becomes
\begin{equation}
\frac1\lambda\approx\frac{\omega_p}{2E}\ln\frac{q_c}{q_-}.
\end{equation}

Let $\omega_p=15$ eV, $E=60$ eV and $E_F=10$ eV. With 27.21 eV per Hartree and a Bohr radius of 0.529 \AA,
\begin{align}
q_-&=\frac{\sqrt{120/27.21}-\sqrt{90/27.21}}{0.529\ \text{\AA}}
=\frac{2.100-1.819}{0.529\ \text{\AA}}=0.53\ \text{\AA}^{-1},\\
\frac1\lambda&\approx\frac{15}{2(60)(0.529\ \text{\AA})}
\ln\frac{1.27}{0.53}\approx0.21\ \text{\AA}^{-1}.
\end{align}
The value $q_c=1.27\ \text{\AA}^{-1}$ solves \eqref{eq:qc} below. The complete response of the same gas, integrated numerically, gives $0.296\ \text{\AA}^{-1}$. Unrounded inputs give $0.205\ \text{\AA}^{-1}$ for the estimate. It lacks electron--hole pairs and the change of the line with $q$, and the two act in opposite directions: of the complete rate, the dispersing plasmon supplies only $0.141$ and the pairs $0.155\ \text{\AA}^{-1}$.

A second case shows why the pairs matter. Put the line at 40 eV and take $E=40$ eV, so that $W=30$ eV. The plasmon cannot be excited, and the estimate is zero. Yet pairs of the same gas can take small energies at finite $q$, and their numerical integral gives a rate of about $0.07\ \text{\AA}^{-1}$. This is a statement about the model: the cut uses the solid's $E_F=10$ eV, whereas the gas alone would have the Fermi energy $k_F^2/2\approx40$ eV, with $k_F$ as defined below. With the gas's own cut no loss would be possible at $E=40$ eV. At higher $E$ its pairs can take energies below 30 eV with either cut.

\section{The complete gas response}

The gas has Fermi wave number $k_F$, with $n=k_F^3/(3\pi^2)$ and therefore $k_F^3=3\pi\omega_p^2/4$. In the random-phase approximation its electrons respond as free particles to the total field, so $\varepsilon_L=1-(4\pi/q^2)\chi_0$. Moving an occupied electron from $\mathbf p$ to $\mathbf p+\mathbf q$ costs $\Delta=\mathbf q\cdot\mathbf p+q^2/2$. Including two spins,
\begin{equation}
\chi_0=2\int_{p<k_F}\frac{d^3p}{(2\pi)^3}
\left[\frac1{\omega-\Delta+i0}-\frac1{\omega+\Delta+i0}\right].
\label{eq:chi}
\end{equation}
Let $k_Fx$ be the component of $\mathbf p$ along $\mathbf q$. The occupied disk at given $x$ has area $\pi k_F^2(1-x^2)$. With $z=q/(2k_F)$ and $u=\omega/(qk_F)$,
\begin{equation}
\chi_0=\frac{k_F^2}{4\pi^2q}[J(u-z)-J(u+z)],\quad
J(t)=\int_{-1}^{1}\frac{1-x^2}{t-x}dx,
\end{equation}
where $x\to-x$ was used in the second term. Because $1-x^2=(1-t^2)+(t-x)(t+x)$, the real part is
\begin{equation}
J(t)=F(t)+2t,\qquad F(t)=(1-t^2)\ln\left|\frac{t+1}{t-1}\right|.
\end{equation}
Now $F$ is odd and $q=2k_Fz$, so
\begin{equation}
\operatorname{Re}\varepsilon_L=1+\frac1{\pi k_Fz^2}
\left[\frac12+\frac{F(z-u)+F(z+u)}{8z}\right].
\label{eq:re}
\end{equation}
The terms $\mp i\pi\delta$ in \eqref{eq:chi} give, with $(y)_+=\max(y,0)$,
\begin{equation}
\operatorname{Im}\varepsilon_L=\frac{(1-(z-u)^2)_+-(1-(z+u)^2)_+}{8k_Fz^3}.
\end{equation}
This is the pair continuum, with upper edge $\omega_e=qk_F+q^2/2$, or $u=1+z$.

Above the edge a plasmon exists where $\varepsilon_L=0$. At the edge $F(z-u)=F(-1)=0$ and $F(z+u)=F(1+2z)=-4z(1+z)\ln(1+1/z)$. The plasmon therefore meets the continuum at $q_c=2k_Fz$, where
\begin{equation}
z^2=\frac{(1+z)\ln(1+1/z)-1}{2\pi k_F}.
\label{eq:qc}
\end{equation}
For $\omega_p=15$ eV, $k_F=1.69\ \text{\AA}^{-1}$ and root finding gives the $q_c$ used above.

For $q<q_c$ the root can be bracketed. The two fractions in \eqref{eq:chi} combine to $2\Delta/(\omega^2-\Delta^2)$. If $\mathbf p+\mathbf q$ is also occupied, the partner state $-\mathbf p-\mathbf q$ has cost $-\Delta$ and cancels the term. What remains has $0<\Delta\le\omega_e$, and the sum of $\Delta$ is $nq^2/2$, since $\mathbf q\cdot\mathbf p$ averages to zero. For $\omega>\omega_e$, replacing the denominator by $\omega^2$ or by $\omega^2-\omega_e^2$ bounds the sum from below and above. At $\varepsilon_L=0$ this yields
\begin{equation}
\omega_p^2\le\omega_q^2\le\omega_p^2+\omega_e^2.
\end{equation}
Each remaining term falls with $\omega$, so $\varepsilon_L$ rises and the root is unique. As in \eqref{eq:line}, its contribution to the loss is
\begin{equation}
\frac{\pi}{|\partial\varepsilon_L/\partial\omega|_{\omega_q}}\,\delta(\omega-\omega_q).
\end{equation}

\section{Many lines: Penn's superposition}

A general optical loss is a continuous set of lines. Give the gas of plasma frequency $\omega_p$ the weight $g(\omega_p)\,d\omega_p$ and define
\begin{equation}
L(q,\omega)=\int_0^\infty d\omega_p\,g(\omega_p)
\operatorname{Im}\left[-\frac1{\varepsilon_L(q,\omega;\omega_p)}\right].
\label{eq:penn}
\end{equation}
At $q\to0$, \eqref{eq:line} makes the right side $\pi\omega g(\omega)/2$. Agreement with optics requires
\begin{equation}
g(\omega)=\frac{2}{\pi\omega}L(\omega).
\end{equation}
This fixes the weights once gases have been chosen as the building blocks. That choice is a model.

Causality gives two constraints. The Kramers--Kronig relation for $1/\varepsilon-1$ reads
\begin{equation}
\operatorname{Re}\frac1{\varepsilon(q,\omega)}=1-\frac2\pi\,\mathcal P\!\int_0^\infty
\frac{\omega'L(q,\omega')}{\omega'^2-\omega^2}d\omega'.
\label{eq:kk}
\end{equation}
At high frequency it tends to $1+(2/\pi\omega^2)\int\omega'L\,d\omega'$, while the gas has $1/\varepsilon_L\to1+\omega_p^2/\omega^2$. Thus each gas obeys $\int\omega L_{\rm gas}\,d\omega=\pi\omega_p^2/2$ at every $q$. Multiplication by $g$ and integration give
\begin{equation}
\int_0^\infty\omega L(q,\omega)d\omega=\int_0^\infty\omega_pL(\omega_p)d\omega_p,
\end{equation}
so the extension conserves the optical f-sum. At $\omega=0$, \eqref{eq:kk} gives $\int g\,d\omega_p=1-1/\varepsilon(0,0)$, which is one for a metal.

Equation \eqref{eq:imfp} is linear in $L$, so the solid inherits the superposition:
\begin{equation}
\frac1\lambda=\int_0^\infty d\omega_p\,g(\omega_p)R(E,\omega_p).
\label{eq:super}
\end{equation}
Here $R$ is the inverse mean free path in one gas, with the cut $W$ of the solid. The algorithm is as follows.
\begin{enumerate}
\item Choose a logarithmic grid of $\omega_p$ reaching far above $W$, and compute $g$ on it.
\item For each gas find $q_c$, then $\omega_q$ by bisection within its bracket.
\item Integrate the plasmon weight over $dq/q$ where $\omega_q\le\min(kq-q^2/2,W)$, interpolating at the boundaries.
\item Integrate the pair loss over $d\omega\,dq/q$ between $\max(0,q^2/2-qk_F)$ and $\min(\omega_e,kq-q^2/2,W)$. Split the $q$ range at $q_c$.
\item Add the parts, divide by $\pi E$, and sum over gases by \eqref{eq:super}.
\end{enumerate}

\section{The single-pole version}

A cheaper version replaces the whole loss of each gas by one line,
\begin{equation}
\frac{\pi\omega_p^2}{2\omega_q}\delta(\omega-\omega_q),\qquad
\omega_q^2=\omega_p^2+\beta k_F^2q^2+\frac{q^4}{4}.
\label{eq:sp}
\end{equation}
From here on $\omega_q$ means this model energy. The prefactor keeps the f-sum for any $\beta$.

One way to choose $\beta$ is static screening. By \eqref{eq:kk}, the line gives $1/\varepsilon(q,0)=1-\omega_p^2/\omega_q^2\approx\beta k_F^2q^2/\omega_p^2$ at small $q$. For the gas, $u=0$ and $F(z)\approx2z$ in \eqref{eq:re} give $\varepsilon_L\approx4k_F/(\pi q^2)=3\omega_p^2/(k_F^2q^2)$. Equality requires $\beta=1/3$.

The true plasmon has another coefficient. Expanding $2\Delta/(\omega^2-\Delta^2)$ to $\Delta^3$ requires $\langle\Delta\rangle=q^2/2$ and, to leading order,
\begin{equation}
\langle\Delta^3\rangle\approx\frac{3q^2}{2}\langle(\mathbf q\cdot\mathbf p)^2\rangle
=\frac{3q^2}{2}\,\frac{q^2k_F^2}{5},
\end{equation}
because $\langle p^2\rangle=3k_F^2/5$. The condition $\varepsilon_L=0$ becomes $\omega^2=\omega_p^2[1+3k_F^2q^2/(5\omega^2)]$, hence $\beta=3/5$. One line cannot satisfy both conditions. We take $\beta=1/3$ in what follows and compare it with $3/5$ in the table below.

The delta function can also be resolved. Let $\omega_0$ be the plasma frequency for which $\omega_q=\omega$. It exists only for $\omega>q^2/2$; below that energy the single-pole loss is zero. Since $k_F^2\propto\omega_0^{4/3}$, differentiation gives $\omega\,\partial\omega_q/\partial\omega_0=\omega_0+2k_F^2q^2/(9\omega_0)$. The superposition then yields
\begin{equation}
L_{\rm SP}(q,\omega)=\frac{L(\omega_0)\,\omega_0/\omega}{\partial\omega_q/\partial\omega_0}
=\frac{L(\omega_0)}{1+2k_F^2(\omega_0)q^2/(9\omega_0^2)}.
\end{equation}
Because $\omega_0\le\omega$, a loss below $W$ draws on optical data below $W$. This is one difference between the versions: the pairs in \eqref{eq:penn} also draw on $\omega_p>W$.

\section{A model metal below 200 eV}

Take $E_F=10$ eV and the optical loss
\begin{equation}
L(\omega)=\sum_{j=1}^2\frac{f_j\omega_j^2\gamma_j\omega}
{(\omega_j^2-\omega^2)^2+\gamma_j^2\omega^2},
\end{equation}
with energies $\omega_j=15$ and 30 eV, widths $\gamma_j=4$ and 15 eV, and weights $f_j=0.7$ and 0.3. These are round parameters, not data for a material. The corresponding $1/\varepsilon=1-\sum_jf_j\omega_j^2/(\omega_j^2-\omega^2-i\gamma_j\omega)$ vanishes at $\omega=0$ because the weights sum to one. At 15 eV,
\begin{equation}
L=\frac{0.7(15)^2}{4(15)}+\frac{0.3(30)^2(15)(15)}{(900-225)^2+225^2}
=2.625+0.120=2.745.
\end{equation}

The table uses 121 values of $\omega_p$ from 0.3 to 600 eV with the trapezoidal rule, and Gauss--Legendre quadrature for the pairs. Using every second $\omega_p$ changes the full rates by less than 1.4\%, relative to the finer grid. On a much finer grid the full lengths move by about 0.2\% or less. The single-pole lengths at 30 eV and below move by up to about 1\%: 104 becomes 102, 39.0 becomes 38.6, 118 becomes 117, and the first two ratios become 2.76 and 2.48. Differences of about one per cent should not be interpreted. Lengths are in \AA; ``share'' is the part of the full rate from gases with $\omega_p>W$.

\begin{center}
\begin{tabular}{rrrrrr}
$E$ (eV) & full & $\beta=\frac13$ & ratio $\frac{\beta=1/3}{\rm full}$ & share & $\beta=\frac35$\\
15 & 37.2 & 104 & 2.79 & 64\% & 118\\
20 & 15.6 & 39.0 & 2.50 & 59\% & 47.9\\
30 & 6.90 & 7.62 & 1.10 & 11\% & 12.5\\
40 & 4.53 & 4.62 & 1.02 & 4\% & 5.91\\
60 & 4.08 & 4.00 & 0.98 & 0.4\% & 4.82\\
80 & 4.22 & 4.09 & 0.97 & 0.1\% & 4.72\\
100 & 4.51 & 4.41 & 0.98 & 0.0\% & 4.96\\
150 & 5.51 & 5.45 & 0.99 & 0.0\% & 5.95\\
200 & 6.59 & 6.54 & 0.99 & 0.0\% & 7.05
\end{tabular}
\end{center}

At 20 eV, $W=10$ eV lies below the main optical peak. The single-pole rate is $1/2.50=40\%$ of the full rate. Gases with $\omega_p>W$ supply 59\% of the full rate, leaving 41\%. Thus the channel forbidden to the single pole is about as large as the whole discrepancy. The same comparison at 15 eV gives 36\% and 36\%. It concerns totals; it does not show that the two versions agree gas by gas. Part of this channel rests on using the solid's cut for every gas: gases whose own Fermi energy $k_F^2/2$ exceeds $E$ supply about 11\% of the full rate at 15 eV and 8\% at 20 eV.

By 40 eV the peak is accessible and the versions differ by 2\%. From 40 to 200 eV they stay within about 3\%, although the full rate is far from purely plasmonic: component-gas plasmons supply 36\% of it at 40 eV and nearly 59\% at 200 eV. The single line stands in for pairs as well as plasmons.

This success depends on $\beta$. With $3/5$, the correct small-$q$ plasmon coefficient, the path at 30 eV is 12.5 instead of 7.62 \AA, and at 200 eV it is still 8\% longer than with $1/3$. The direction follows from \eqref{eq:sp}: a larger $\beta$ raises $\omega_q$, which reduces both the line weight and the allowed range of $q$. That $1/3$ lies closer to the full result is a numerical finding for this example and is not derived here.

\section{Limits and failures}

At large $q$ the pair continuum is centred on $q^2/2$, with half-width $qk_F$ that is small compared with its centre. The f-sum then gives each gas the loss $(\pi\omega_p^2/2\omega)\delta(\omega-q^2/2)$, and \eqref{eq:sp} has the same limit. Insert it in \eqref{eq:imfp}, with $dq/q=d\omega/(2\omega)$ along the line and $\omega_p^2=4\pi n$:
\begin{equation}
\frac{d(1/\lambda)}{d\omega}=\frac1{\pi E}\,\frac1{2\omega}\,\frac{4\pi^2n}{2\omega}
=\frac{\pi n}{E\omega^2}.
\end{equation}
This is the Rutherford loss rate for free electrons at rest. The two versions thus share the optical and recoil limits and can differ between them.

For $E$ far above the important losses, $q_-\approx\omega/k$. If $\bar q$ denotes an effective upper cutoff, then
\begin{equation}
\frac1\lambda\approx\frac1{\pi E}\int_0^\infty d\omega\,L(\omega)\ln\frac{k\bar q}{\omega}.
\end{equation}
The path grows as $E$ divided by a logarithm. At low energy the path lengthens again as $E$ falls, because the cut at $W$ and the limits $q_\pm$ together leave a smaller region of allowed losses. In the model metal, removing the cut ($W=E$) shortens the full path from 37 to 8.7 \AA\ at 15 eV and from 6.9 to about 5.2 \AA\ at 30 eV, so the limits alone still lengthen it, but much less. Between these trends the tabulated full path is smallest at 60 eV.

The construction fails where electron gases are poor building blocks. In an insulator, all gases with nonzero weight have $\omega_p$ above the gap, yet at finite $q<2k_F$ their pair losses start at zero energy and so fall inside the gap. Tightly bound shells need not follow gas dispersion either. Near $E_F$, the free-electron kinematics, the sharp cut at $W$, the neglect of exchange and the Born approximation are all questionable. The full version is the more complete evaluation of Penn's model. Its distance from the single-pole result measures the cost of the shortcut, not the error of either length for a real solid.
